# Scalar Products of Tensor Operators in Coupled Angular-Momentum States

## First half: the theorem and its proof

### 1. Result

Let \(T^k\) be a tensor operator of integer rank \(k\) that acts on system 1, and \(U^k\) one of the same rank that acts on system 2. Their scalar product is

\[
T^k\cdot U^k=\sum_{q=-k}^{k}(-1)^q\,T^k_q\,U^k_{-q}. \tag{1}
\]

Between states in which \(j_1\) and \(j_2\) are coupled to a total \(J,M\), its matrix elements are

\[
\begin{aligned}
&\langle j_1'j_2'J'M'|T^k\cdot U^k|j_1j_2JM\rangle\\
&\quad=\delta_{JJ'}\delta_{MM'}(-1)^{j_1+j_2'+J}
\begin{Bmatrix}J&j_2'&j_1'\\k&j_1&j_2\end{Bmatrix}
\langle j_1'\|T^k\|j_1\rangle\langle j_2'\|U^k\|j_2\rangle .
\end{aligned}\tag{2}
\]

The element is diagonal in \(J\) and \(M\). Its value does not depend on \(M\), but in general it depends on \(J\); for \(k=0\) it does not (section 7). The numbers \(j_1\) and \(j_2\) may change, so the operator is not in general diagonal in them.

Formula (2) separates two kinds of information. The reduced elements describe each system by itself. The phase and the 6j symbol describe how the relative orientation of the two systems depends on \(J\), and they are the same for all operators of rank \(k\).

### 2. Conventions

Angular momenta are in units of \(\hbar\). The total is \(\mathbf J=\mathbf j_1+\mathbf j_2\), and operators of different systems commute. A tensor operator is defined by

\[
[J_z,T_q]=q\,T_q,\qquad [J_\pm,T_q]=c_\pm(q)\,T_{q\pm1},\qquad
c_\pm(q)=\sqrt{k(k+1)-q(q\pm1)} . \tag{3}
\]

For an operator on system 1, \(\mathbf J\) may be replaced by \(\mathbf j_1\) here, because \(\mathbf j_2\) commutes with it. The same holds for \(U\) and \(\mathbf j_2\).

The coupling coefficients are real, carry Condon–Shortley phases, and are written with 3j symbols as

\[
\langle j_1m_1j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}
\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}. \tag{4}
\]

A 3j symbol vanishes unless its lower row sums to zero. A cyclic permutation of its columns leaves it unchanged. An exchange of two columns, or a reversal of all three signs in the lower row, multiplies it by \((-1)^{a+b+c}\), where \(a,b,c\) is the upper row.

Reduced elements are defined by the Wigner–Eckart theorem in the form

\[
\langle j'm'|T_q|jm\rangle=(-1)^{j'-m'}
\begin{pmatrix}j'&k&j\\-m'&q&m\end{pmatrix}\langle j'\|T\|j\rangle . \tag{5}
\]

The reason for this form is short. Define the vectors

\[
|\psi_{ab}\rangle=\sum_{qm}\langle kq\,jm|ab\rangle\,T_q|jm\rangle .
\]

Since \(J_\pm T_q|jm\rangle=[J_\pm,T_q]|jm\rangle+T_qJ_\pm|jm\rangle\), the vectors \(T_q|jm\rangle\) respond to \(J_\pm\) and \(J_z\) as product states \(|kq\rangle|jm\rangle\) do. Each \(|\psi_{ab}\rangle\) is therefore zero or has angular momentum \(a\) and projection \(b\). Inverting the sum and projecting gives

\[
\langle j'm'|T_q|jm\rangle=\langle kq\,jm|j'm'\rangle\langle j'm'|\psi_{j'm'}\rangle .
\]

The last factor does not depend on \(m'\), because

\[
\langle j',m'{+}1|J_+|\psi_{j'm'}\rangle
\]

equals the same square root times \(\langle j',m'{+}1|\psi_{j',m'+1}\rangle\) when \(J_+\) acts to the right, and times \(\langle j'm'|\psi_{j'm'}\rangle\) when it acts to the left. By (4), the coupling coefficient has the phase \((-1)^{k-j+m'}\), which differs from \((-1)^{j'-m'}\) by a factor independent of the projections. That factor and \(\sqrt{2j'+1}\) are absorbed in the reduced element, and (5) follows.

### 3. Why the element is diagonal in J and M

Write \(X=T^k\cdot U^k\). In each term of (1) the projections carried by the two operators add to zero, so

\[
[J_z,X]=\sum_q(-1)^q(q-q)\,T_qU_{-q}=0 .
\]

For the ladder operators, the product rule and (3) give

\[
[J_\pm,X]=\sum_q(-1)^q\left\{c_\pm(q)\,T_{q\pm1}U_{-q}+c_\pm(-q)\,T_qU_{-q\pm1}\right\}.
\]

In the second term put \(q=p\pm1\). The sign becomes \((-1)^{p\pm1}=-(-1)^p\), the operators become \(T_{p\pm1}U_{-p}\), and the coefficient becomes

\[
c_\pm(-p\mp1)=\sqrt{k(k+1)-(p\pm1)p}=c_\pm(p).
\]

The second sum is thus minus the first. The shift causes no trouble at the ends of the range, since the coefficients vanish there. Hence \([J_\pm,X]=0\).

As \(X\) commutes with \(J_z\) and \(J_\pm\), it also commutes with \(J^2\). Taking the elements of these commutators gives

\[
\{J'(J'+1)-J(J+1)\}\langle J'M'|X|JM\rangle=0,\qquad
(M'-M)\langle J'M'|X|JM\rangle=0 ,
\]

and the element vanishes unless \(J'=J\) and \(M'=M\). This argument does not use the values of \(j_1,j_2,j_1',j_2'\), which may differ between bra and ket.

To see that the value is independent of \(M\), take the element of \(XJ_+=J_+X\) between \(\langle J,M{+}1|\) and \(|JM\rangle\). With \(J_+\) acting on the ket at the left of the equation and on the bra at the right, both sides acquire the factor \(\sqrt{J(J+1)-M(M+1)}\). For \(M<J\) this is not zero, so

\[
\langle J,M{+}1|X|J,M{+}1\rangle=\langle JM|X|JM\rangle .
\]

The sign \((-1)^q\) in (1) is essential. For rank 1 and two angular momenta \(\mathbf L,\mathbf S\), the sum without it is \(2L_zS_z-\mathbf L\cdot\mathbf S\), as the components in section 8 show. Its commutator with \(J_+\) is

\[
2[J_+,L_zS_z]=-2(L_+S_z+L_zS_+).
\]

For \(L=S=1\) the largest element has magnitude \(2\sqrt2\approx2.828\), so that sum is not a rotational scalar.

### 4. Reduction to four 3j symbols

Let \(X_J\) be the common value of the diagonal elements. It equals its own average over \(M\):

\[
X_J=\frac{1}{2J+1}\sum_M\langle j_1'j_2'JM|X|j_1j_2JM\rangle .
\]

Expand both coupled states by (4). Each operator acts on its own factor of the product state, so its element is given by (5). The two factors \(\sqrt{2J+1}\) cancel the denominator. With \(R_1=\langle j_1'\|T\|j_1\rangle\) and \(R_2=\langle j_2'\|U\|j_2\rangle\),

\[
\begin{aligned}
X_J=R_1R_2\sum(-1)^{E_0}
&\begin{pmatrix}j_1'&j_2'&J\\m_1'&m_2'&-M\end{pmatrix}
\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}\\
\times&\begin{pmatrix}j_1'&k&j_1\\-m_1'&q&m_1\end{pmatrix}
\begin{pmatrix}j_2'&k&j_2\\-m_2'&-q&m_2\end{pmatrix}.
\end{aligned}\tag{6}
\]

The sum runs over \(M,q\) and the four single-system projections. The exponent collects \(q\) from the scalar product, one contribution from each coupling coefficient, and one from each use of (5):

\[
E_0=q+(j_1'-j_2'+M)+(j_1-j_2+M)+(j_1'-m_1')+(j_2'-m_2').
\]

The first 3j symbol requires \(m_1'+m_2'=M\), so

\[
E_0=q+M+2j_1'+j_1-j_2. \tag{7}
\]

### 5. Recognizing the 6j symbol

The 6j symbol is defined as the following sum over all six projections:

\[
\begin{aligned}
\begin{Bmatrix}a&b&c\\d&e&f\end{Bmatrix}=\sum(-1)^{s}
&\begin{pmatrix}a&b&c\\-\alpha&-\beta&-\gamma\end{pmatrix}
\begin{pmatrix}a&e&f\\\alpha&-\epsilon&\phi\end{pmatrix}\\
\times&\begin{pmatrix}d&b&f\\\delta&\beta&-\phi\end{pmatrix}
\begin{pmatrix}d&e&c\\-\delta&\epsilon&\gamma\end{pmatrix},
\end{aligned}\tag{8}
\]

\[
s=a+b+c+d+e+f-\alpha-\beta-\gamma-\delta-\epsilon-\phi .
\]

To match (6), set

\[
(a,b,c,d,e,f)=(J,j_2',j_1',k,j_1,j_2),\qquad
(\alpha,\beta,\gamma,\delta,\epsilon,\phi)=(M,-m_2',-m_1',-q,m_1,-m_2).
\]

The four symbols of (6) are brought to the order of (8) as follows.

- The first needs an exchange of its outer columns, at the cost of \((-1)^{j_1'+j_2'+J}\).
- The second needs a reversal of its lower row, at the cost of \((-1)^{j_1+j_2+J}\), and then a cyclic permutation.
- The third needs a cyclic permutation, which costs nothing.
- The fourth needs an exchange of its first two columns, at the cost of \((-1)^{j_2'+k+j_2}\).

Adding these exponents to (7) gives the full exponent of (6),

\[
E=q+M+3j_1'+2j_1+j_2+2j_2'+2J+k. \tag{9}
\]

The exponent required by (8) is, with \(\Sigma=J+j_1'+j_2'+k+j_1+j_2\),

\[
s=\Sigma-(M-m_2'-m_1'-q+m_1-m_2)=\Sigma+q-m_1+m_2=\Sigma+q+M-2m_1 .
\]

The second equality uses \(m_1'+m_2'=M\), and the third uses \(m_2=M-m_1\). Since \(j_1-m_1\) is an integer, \((-1)^{-2m_1}=(-1)^{2j_1}\), and \(s\) may be replaced by \(\Sigma+q+M+2j_1\). Subtracting this from (9) leaves

\[
E-s\;\to\;2j_1'-j_1+j_2'+J=(j_1+j_2'+J)+2(j_1'-j_1).
\]

For integer \(k\), the triangle condition in (5) makes \(j_1'-j_1\) an integer, so the last term is even. What remains outside the 6j symbol is \((-1)^{j_1+j_2'+J}\), which no longer contains a summation variable. This proves (2).

### 6. The phase when j₁ and j₂ change

The phase contains \(j_1\) from the ket and \(j_2'\) from the bra. Replacing it by \((-1)^{j_1'+j_2+J}\) would multiply the result by \((-1)^{j_1-j_1'+j_2'-j_2}\). This is harmless when both numbers keep their values, but it can be \(-1\) in a transition. Of the 214 nonzero coupled values compared in the numerical check, 60 would have the wrong sign with the replaced phase.

### 7. Selection rules and the conditions of the theorem

The 6j symbol vanishes unless each triad in (8) satisfies the triangle condition. Here the triads are \((J,j_1',j_2')\), \((J,j_1,j_2)\), \((k,j_1,j_1')\) and \((k,j_2,j_2')\). The first two say that \(J\) can be formed in bra and ket. The last two say that an operator of rank \(k\) can change each single angular momentum by at most \(k\), and that \(k\) cannot exceed the sum of its values in bra and ket.

For \(k=0\) each operator is itself a scalar. Equation (4) with \(\langle jm\,00|jm\rangle=1\) gives

\[
\begin{pmatrix}j&0&j\\-m&0&m\end{pmatrix}=\frac{(-1)^{j-m}}{\sqrt{2j+1}},
\qquad \langle jm|T_0|jm\rangle=\frac{\langle j\|T\|j\rangle}{\sqrt{2j+1}} .
\]

The product then has the same value for every \(J\), as it must when neither operator senses direction.

The proof used product states and operators that act on separate systems. If both operators act on the same system, the step to (6) fails, because their product then involves a sum over intermediate states. If the particles are identical and the state is antisymmetrized, (2) applies to each product term, and the exchange terms have to be added. Further quantum numbers of each system, such as a radial one, simply join the labels of its own reduced element.

## Second half: the check on L·S and two examples

The scalar product is \(T^k\cdot U^k=\sum_q(-1)^qT_qU_{-q}\), with \(T\) on system 1 and \(U\) on system 2. In a coupled state with unchanged \(j_1,j_2\), the first half gives the value

\[
X_J=(-1)^{j_1+j_2+J}\begin{Bmatrix}J&j_2&j_1\\k&j_1&j_2\end{Bmatrix}
\langle j_1\|T\|j_1\rangle\langle j_2\|U\|j_2\rangle , \tag{10}
\]

the same for every \(M\). Reduced elements are defined by

\[
\langle j'm'|T_q|jm\rangle=(-1)^{j'-m'}\begin{pmatrix}j'&k&j\\-m'&q&m\end{pmatrix}\langle j'\|T\|j\rangle .
\]

If \(j_1,j_2\) change to \(j_1',j_2'\), the phase is \((-1)^{j_1+j_2'+J}\) and the upper row of the 6j symbol is \(J,j_2',j_1'\).

### 8. L·S as a scalar product of rank 1

The components

\[
L_{\pm1}=\mp\frac{L_\pm}{\sqrt2},\qquad L_0=L_z
\]

form a tensor of rank 1. For example, \([L_+,L_0]=-L_+=\sqrt2\,L_{+1}\) and \([L_+,L_{-1}]=2L_z/\sqrt2=\sqrt2\,L_0\), as the definition requires. The commutators with \(L_-\) follow in the same way. With the same components for \(\mathbf S\),

\[
L_0S_0-L_{+1}S_{-1}-L_{-1}S_{+1}=L_zS_z+\tfrac12(L_+S_-+L_-S_+)=\mathbf L\cdot\mathbf S ,
\]

so the tensor scalar product is the ordinary dot product.

The reduced element of \(\mathbf L\) follows from the state with \(m=L>0\), once one 3j symbol is known. Couple a rank-1 object to \(L\) so that the total is again \(L\), and take the top state

\[
a\,|1,1\rangle|L,L-1\rangle+b\,|1,0\rangle|L,L\rangle,\qquad a>0 .
\]

The total raising operator must annihilate it, which gives \(a\sqrt{2L}+b\sqrt2=0\), or \(b=-a\sqrt L\). Normalization gives \(a^2(1+L)=1\), so \(b=-\sqrt{L/(L+1)}\). In the conversion to a 3j symbol the phase is \((-1)^{1-L+L}=-1\). Hence

\[
\begin{pmatrix}L&1&L\\-L&0&L\end{pmatrix}=\sqrt{\frac{L}{(L+1)(2L+1)}}\equiv t_L . \tag{11}
\]

The element of \(L_z\) in this state is \(L\), and the phase \((-1)^{L-m}\) is \(+1\). Therefore

\[
\langle L\|L\|L\rangle=\frac{L}{t_L}=\sqrt{L(L+1)(2L+1)} , \tag{12}
\]

and likewise for \(S\).

### 9. The 6j symbol from Racah's formula

Racah's single-sum formula is taken here as a standard result without proof. The program compares it with the 3j definition in 181 cases. For a 6j symbol with upper row \(a,b,c\) and lower row \(d,e,f\), let \(\tau_i\) be the sums of the four triads \((abc),(aef),(dbf),(dec)\), and let \(\kappa_i\) be \(a+b+d+e\), \(b+c+e+f\) and \(a+c+d+f\). Then

\[
\begin{Bmatrix}a&b&c\\d&e&f\end{Bmatrix}=\Big[\prod_{\text{triads}}\Delta\Big]^{1/2}
\sum_t\frac{(-1)^t(t+1)!}{\prod_i(t-\tau_i)!\,\prod_i(\kappa_i-t)!}, \tag{13}
\]

\[
\Delta(xyz)=\frac{(x+y-z)!\,(x-y+z)!\,(-x+y+z)!}{(x+y+z+1)!},
\]

where \(t\) runs over the integers for which no factorial has a negative argument.

For \(\mathbf L\cdot\mathbf S\) the upper row is \(J,S,L\) and the lower row is \(1,L,S\). Take \(L,S>0\); if either is zero, the triangle condition with rank 1 fails and the symbol vanishes. Put

\[
\sigma=J+L+S,\quad p=J+L-S,\quad r=J+S-L,\quad s=L+S-J .
\]

The triad sums are \(\sigma,\sigma,2S+1,2L+1\), and the \(\kappa_i\) are \(\sigma+1,\,2L+2S,\,\sigma+1\). At most two terms remain, \(t=\sigma\) and \(t=\sigma+1\). Using \(\sigma-2S=p\), \(\sigma-2L=r\) and \(2L+2S-\sigma=s\), their sum is

\[
\frac{(-1)^\sigma(\sigma+1)!}{(p-1)!\,(r-1)!\,s!}-\frac{(-1)^\sigma(\sigma+2)!}{p!\,r!\,(s-1)!}
=\frac{(-1)^\sigma(\sigma+1)!}{p!\,r!\,s!}\,[\,pr-(\sigma+2)s\,].
\]

If \(p\), \(r\) or \(s\) is zero, the term that is then absent also vanishes in the bracket. The two equal triads contribute \([\Delta(JSL)^2]^{1/2}=p!\,r!\,s!/(\sigma+1)!\), which cancels the fraction in front of the bracket. The other two triads give

\[
\Delta(1SS)=\frac{(2S-1)!}{(2S+2)!}=\frac{1}{4S(S+1)(2S+1)},
\]

and the same with \(L\). The bracket is

\[
\begin{aligned}
pr-(\sigma+2)s&=J^2-(L-S)^2-\left[(L+S)^2-J^2+2(L+S)-2J\right]\\
&=2\,[J(J+1)-L(L+1)-S(S+1)].
\end{aligned}
\]

Collecting the factors, \(2/(2\cdot2)=\tfrac12\), and

\[
\begin{Bmatrix}J&S&L\\1&L&S\end{Bmatrix}
=\frac{(-1)^{J+L+S}\,[J(J+1)-L(L+1)-S(S+1)]}{2\sqrt{L(L+1)(2L+1)\,S(S+1)(2S+1)}} . \tag{14}
\]

Insert (12) and (14) in (10). The square roots cancel, and the two phases multiply to \((-1)^{2(J+L+S)}=1\). The result is

\[
\langle\mathbf L\cdot\mathbf S\rangle_J=\tfrac12\,[J(J+1)-L(L+1)-S(S+1)] . \tag{15}
\]

The independent calculation starts from \(J^2=(\mathbf L+\mathbf S)^2=L^2+S^2+2\,\mathbf L\cdot\mathbf S\). Taking its value in a coupled state gives (15) at once. The theorem therefore gives the correct magnitude, sign and dependence on \(J\).

### 10. A check that does not need Racah's formula

For \(J=L+S\) and \(M=J\), the coupled state is the single product \(|L,L\rangle|S,S\rangle\). The sum over 3j symbols behind (10) then has one term, with \(q=0\), and its value is

\[
t_L\langle L\|L\|L\rangle\;t_S\langle S\|S\|S\rangle=LS .
\]

Equation (15) gives the same, since \((L+S)(L+S+1)-L(L+1)-S(S+1)=2LS\).

For \(S=\tfrac12\) one more condition fixes the other level. The trace of \(\mathbf L\cdot\mathbf S\) over all product states is \(\sum_i\mathrm{Tr}\,L_i\,\mathrm{Tr}\,S_i=0\). In the coupled basis this reads

\[
(2L+2)\,\frac L2+2L\,x=0\quad\Rightarrow\quad x=-\frac{L+1}{2}
\]

for \(J=L-\tfrac12\). Equation (15) agrees, because \(J(J+1)=L^2-\tfrac14\) there.

### 11. Example A: a multiplet split by A L·S

Take \(H=A\,\mathbf L\cdot\mathbf S\) with \(L=3\), \(S=3/2\) and the round value \(A=0.010\) eV. The reduced elements are \(\sqrt{84}=9.165151\) and \(\sqrt{15}=3.872983\), with product 35.4965. For \(J=5/2\) the phase is \(-1\) and the 6j symbol is 0.098601, so

\[
\langle\mathbf L\cdot\mathbf S\rangle=-0.098601\times35.4965=-3.500,\qquad E=-0.035\ \text{eV}.
\]

Equation (15) gives \((8.75-12-3.75)/2=-3.5\). The four levels are:

| \(J\) | phase | 6j | \(\mathbf L\cdot\mathbf S\) | \(E\) (eV) |
|---|---|---|---|---|
| 3/2 | +1 | −0.169031 | −6.0 | −0.060 |
| 5/2 | −1 | +0.098601 | −3.5 | −0.035 |
| 7/2 | +1 | 0 | 0 | 0 |
| 9/2 | −1 | −0.126773 | +4.5 | +0.045 |

At \(J=7/2\) the 6j symbol vanishes although all its triangle conditions hold. The reason is visible in (14): \(J(J+1)=15.75\) equals \(L(L+1)+S(S+1)=12+3.75\). The mean value of \(\mathbf L\cdot\mathbf S\) is then zero.

The spacing of neighbouring levels follows from (15):

\[
E_J-E_{J-1}=\tfrac A2\,[J(J+1)-(J-1)J]=AJ .
\]

This gives 0.025, 0.035 and 0.045 eV, as found. The mean energy weighted by \(2J+1\) is zero, since \(4(-6)+6(-3.5)+8(0)+10(4.5)=0\). The interval rule holds for this Hamiltonian at fixed \(L\) and \(S\). A term that mixes different \(L\) or \(S\) is outside the model.

### 12. Repulsion as a sum of scalar products

For two charges at radii \(r_1<r_2\) with angle \(\omega\) between their directions, the Legendre generating function gives

\[
\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_1^k}{r_2^{k+1}}\,P_k(\cos\omega). \tag{16}
\]

Let \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\). The function \(C^k(1)\cdot C^k(2)\) commutes with the total \(\mathbf J\), so it is unchanged when both directions are rotated together. Direction 2 may therefore be put on the \(z\) axis, where \(C^k_q=\delta_{q0}\). What is left is \(C^k_0(1)=P_k(\cos\theta_1)\), and \(\theta_1\) is then \(\omega\). Thus

\[
P_k(\cos\omega)=C^k(1)\cdot C^k(2), \tag{17}
\]

and the theorem applies to each term of (16).

### 13. Example B: two charges with l₁ = 1 and l₂ = 2

Take two distinguishable particles of equal unit charge, with \(l_1=1\) at the fixed radius 0.5 Å and \(l_2=2\) at 1.0 Å. The calculation gives the mean repulsion at fixed \(l_1,l_2\), without exchange. Odd \(k\) drop out because \(C^k\) has parity \((-1)^k\) and \(l_1,l_2\) do not change. The triangle condition for \(l_1=1\) removes \(k>2\). Only \(k=0\) and \(k=2\) remain, with the radial factors

\[
\frac{14.400\ \text{eV Å}}{1.0\ \text{Å}}=14.400\ \text{eV},\qquad
14.400\ \text{eV Å}\times\frac{(0.5\ \text{Å})^2}{(1.0\ \text{Å})^3}=3.600\ \text{eV}.
\]

The reduced elements for \(k=2\) come from the diagonal elements of \(C^2_0=(3x^2-1)/2\), where \(x=\cos\theta\). For \(l=1\) the angular densities are proportional to \(x^2\) at \(m=0\) and to \(1-x^2\) at \(m=\pm1\). The means of \(x^2\) are 3/5 and 1/5, and the elements are \(2/5\) and \(-1/5\). For \(l=2\) the densities \((1-x^2)^2\) at \(m=\pm2\) and \(x^2(1-x^2)\) at \(m=\pm1\) give means of 1/7 and 3/7, and elements of \(-2/7\) and \(1/7\). The densities of a full set of \(m\) add to a constant, over which \(C^2_0\) averages to zero, so the element at \(m=0\) is \(2/7\).

Normalization of the coupling coefficients gives \(\sum_m\begin{pmatrix}l&2&l\\-m&0&m\end{pmatrix}^2=\tfrac15\). The squared reduced element is therefore five times the sum of the squared diagonal elements:

\[
\langle1\|C^2\|1\rangle^2=5\cdot\frac{4+1+1}{25}=\frac65,\qquad
\langle2\|C^2\|2\rangle^2=5\cdot\frac{4+2\cdot1+2\cdot4}{49}=\frac{10}7 .
\]

The program gives \(-1.095445\) and \(-1.195229\), which have these squares. Their product is \(+1.309307\).

For total \(L=1\), all three \(\kappa_i\) in (13) equal 6 and the triad sums are 4, 4, 6, 4. The single term is \(t=6\):

\[
\begin{Bmatrix}1&2&1\\2&1&2\end{Bmatrix}
=\sqrt{\frac1{30^3\cdot630}}\;\frac{7!}{2!\,2!\,0!\,2!}=0.152753 .
\]

The phase is \((-1)^{1+2+1}=+1\), so \(\langle C^2\cdot C^2\rangle=0.152753\times1.309307=0.2000\).

For \(L=3\) no 6j symbol is needed. The top state is the product of \(m_1=1\) and \(m_2=2\), and the \(q=0\) term gives \((-1/5)(-2/7)=2/35=0.0571\). The theorem gives \(0.043644\times1.309307\), the same number. For \(L=2\), the trace of \(C^2\cdot C^2\) vanishes, because each single-system trace does:

\[
3(0.2000)+5x+7(0.0571)=0\quad\Rightarrow\quad x=-0.2000 .
\]

Multiplying by the \(k=2\) radial factor and adding the \(k=0\) part, with the unrounded values 3.59991 eV and 14.39965 eV, gives:

| \(L\) | \(C^2\cdot C^2\) | shift (eV) | \(E\) (eV) | \(E\) (hartree) |
|---|---|---|---|---|
| 1 | +0.2000 | +0.720 | 15.120 | 0.5556 |
| 2 | −0.2000 | −0.720 | 13.680 | 0.5027 |
| 3 | +0.0571 | +0.206 | 14.605 | 0.5367 |

These numbers are mean values at fixed \(l_1,l_2\), not eigenvalues of the repulsion. The same operator couples the states to other pairs of equal \(L\); by (2), the element to \((l_1,l_2)=(2,3)\) has magnitude 3.8 eV for \(L=1\), several times the shifts in the table. The means describe levels only if such pairs lie far away in energy. The order of the means is not monotonic in \(L\). Equation (17) shows what the numbers mean: the mean of \(\cos^2\omega\) is \((1+2\langle P_2\rangle)/3\), or 0.467, 0.200 and 0.371 for \(L=1,2,3\). If one direction were spread uniformly over the sphere and uncorrelated with the other, \(\langle P_2\rangle\) would vanish and the mean would be 1/3. Independence alone is not enough: the top \(L=3\) state is a product state, but both of its densities are anisotropic. In the \(L=2\) state the mean of \(\cos^2\omega\) is below 1/3. The two directions are then closer to perpendicular, on average, than uniform and uncorrelated ones, and the quadrupole part of the repulsion is negative.

The numerical check also integrates \(1/r_{12}\) directly over both spheres, without the expansion (16). The resulting \(15\times15\) matrix is diagonal in the coupled basis and agrees with these energies to about \(10^{-12}\) eV.

## Computed values

```
TESTS
6j symbols, Racah sum against definition: 181 cases
nonzero coupled values tested: 214
of these, wrong sign if phase were j1'+j2+J: 60
largest [J+, sum] element without (-1)^q: 2.828
EXAMPLE A: H = A L.S
L = 3, S = 1.5, A = 0.010 eV
<L||L||L> = 9.165151, <S||S||S> = 3.872983
J=1.5: phase +1, 6j -0.169031, L.S -6.0000, E -0.06000 eV
J=2.5: phase -1, 6j +0.098601, L.S -3.5000, E -0.03500 eV
J=3.5: phase +1, 6j +0.000000, L.S +0.0000, E +0.00000 eV
J=4.5: phase -1, 6j -0.126773, L.S +4.5000, E +0.04500 eV
interval E(2.5) - E(1.5) = 0.02500 eV
interval E(3.5) - E(2.5) = 0.03500 eV
interval E(4.5) - E(3.5) = 0.04500 eV
sum of (2J+1) L.S = 0.0000
EXAMPLE B: repulsion of two distinguishable unit charges
l1 = 1 at 0.5 angstrom, l2 = 2 at 1.0 angstrom
e^2/(4 pi eps0) = 14.39965 eV angstrom
k=0: <1||C||1> +1.732051, <2||C||2> +2.236068, radial factor 14.39965 eV
k=2: <1||C||1> -1.095445, <2||C||2> -1.195229, radial factor 3.59991 eV
L=1: phase +1, 6j(k=2) +0.152753, C2.C2 +0.200000
  k=2 shift +0.71998 eV, E 15.11963 eV = 0.555636 hartree
L=2: phase -1, 6j(k=2) +0.152753, C2.C2 -0.200000
  k=2 shift -0.71998 eV, E 13.67966 eV = 0.502718 hartree
L=3: phase +1, 6j(k=2) +0.043644, C2.C2 +0.057143
  k=2 shift +0.20571 eV, E 14.60535 eV = 0.536737 hartree
sum of (2L+1) C2.C2 = 0.0000
size of matrix from direct quadrature: 15 x 15
largest deviation from formula: 1e-12 eV
```
